# Massless Bhabha scattering at tree level, by traces and by helicity amplitudes, part 1

(Sections cited here and not found follow in the second part.)

## The form of the cross section and its derivation by traces

### What dimensions and crossing fix

Consider $e^-(p)+e^+(k)\to e^-(p')+e^+(k')$ at energies so high that the electron mass can be dropped. In units $\hbar=c=1$ a cross section has the dimension of an inverse energy squared, and the only energy left is the centre-of-mass energy $\sqrt s$. At lowest order one photon is exchanged between two vertices. The amplitude is then proportional to $e^2$ and the probability to $e^4=(4\pi\alpha)^2$. For unpolarized beams nothing singles out an azimuth, so

$$\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{2s}\,F(\theta),$$

where $\theta$ is the angle between the incoming and the outgoing electron in the centre-of-mass frame. The factor $1/2$ is a convention that will make the terms of $F$ simple.

More can be said about $F$. With the metric $(+,-,-,-)$, define

$$s=(p+k)^2,\qquad t=(p-p')^2,\qquad u=(p-k')^2 .$$

The photon can pass between the electron and the positron, carrying the momentum $p-p'$, or it can be formed by their annihilation, carrying $p+k$. The two amplitudes have denominators $t$ and $s$. Their squared sum therefore has the structure

$$F=\frac{N_S}{t^2}+\frac{N_A}{s^2}+\frac{N_I}{st}.$$

After the spin sum each of the four external particles supplies one power of its momentum, as shown below, so each numerator is quadratic in $s,t,u$. Interchanging $p'$ with $-k$ exchanges $s$ and $t$, leaves $u$ alone, and turns one diagram into the other. Hence $N_A$ is $N_S$ with $s$ and $t$ exchanged, and $N_I$ is symmetric in them. Finding the numerators is the task of the dynamics.

The result to be derived is, with $c=\cos\theta$,

$$\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{2s}\,(S+A+I)=\frac{\alpha^2}{4s}\left(\frac{3+c^2}{1-c}\right)^2,$$

$$S=\frac{s^2+u^2}{t^2},\qquad A=\frac{u^2+t^2}{s^2},\qquad I=\frac{2u^2}{st}.$$

At ninety degrees the scattering, annihilation and interference terms are $S=5$, $A=1/2$ and $I=-1$. The unit of these numbers is $\alpha^2/(2s)$; in units of the prefactor $\alpha^2/(4s)$ they would be $10$, $1$ and $-2$.

### Kinematics

All four particles are massless, so $p^2=k^2=p'^2=k'^2=0$. Expanding the squares, and using $p+k=p'+k'$ to obtain the second form of each, gives

$$s=2p\cdot k=2p'\cdot k',\quad t=-2p\cdot p'=-2k\cdot k',\quad u=-2p\cdot k'=-2k\cdot p'.$$

Their sum is $2p\cdot(k-p'-k')=-2p^2=0$, so $s+t+u=0$. In the centre-of-mass frame every particle has the energy $E=\sqrt s/2$. The vectors $\mathbf p$ and $\mathbf p'$ enclose the angle $\theta$, while $\mathbf p$ and $\mathbf k'$ enclose $\pi-\theta$. Therefore

$$t=-2E^2(1-c)=-\frac s2(1-c),\qquad u=-\frac s2(1+c).$$

For $0<\theta<\pi$ both are negative, whereas $s$ is positive.

### The amplitude and its relative sign

Let $u(p)$ and $v(k)$ be the electron and positron spinors, normalized to $u^\dagger u=v^\dagger v=2E$, and let $\bar u=u^\dagger\gamma^0$. The spinor $u(p)$ always carries its argument, which distinguishes it from the invariant $u$. The products of currents in the two diagrams are

$$X=[\bar u(p')\gamma^\mu u(p)]\,[\bar v(k)\gamma_\mu v(k')],$$

$$Y=[\bar u(p')\gamma^\mu v(k')]\,[\bar v(k)\gamma_\mu u(p)].$$

Their relative sign follows from the order of the fermion operators. The field $\psi$ contains $b\,u$ and $d^\dagger v$, where $b$ removes an electron and $d^\dagger$ creates a positron; $\bar\psi$ contains $b^\dagger\bar u$ and $d\,\bar v$. Each vertex is a product $\bar\psi\gamma^\mu\psi$. The exchange diagram thus comes with the operators on the left below. All four modes are distinct, so all these operators anticommute:

$$b^\dagger_{p'}b_p\,d_kd^\dagger_{k'}=-b^\dagger_{p'}b_p\,d^\dagger_{k'}d_k=+b^\dagger_{p'}d^\dagger_{k'}\,b_pd_k .$$

In the annihilation diagram one interchange suffices to reach the same standard order:

$$b^\dagger_{p'}d^\dagger_{k'}\,d_kb_p=-b^\dagger_{p'}d^\dagger_{k'}\,b_pd_k .$$

The diagrams therefore enter with opposite signs. Each has two vertex factors $ie\gamma^\mu$ and a photon propagator $-ig_{\mu\nu}/q^2$. The common factor is $(ie)^2(-i)=ie^2$, and up to an overall sign

$$M=e^2\left(\frac Xt-\frac Ys\right).$$

Is it meaningful to speak of the two diagrams separately? In a covariant gauge the propagator may contain a further term proportional to $q_\mu q_\nu$. The massless Dirac equation reads $\not p\,u(p)=0$ and $\not k\,v(k)=0$, with $\not a=a_\mu\gamma^\mu$, and for the conjugate spinors $\bar u(p')\not p'=0$ and $\bar v(k)\not k=0$. Hence

$$\bar u(p')(\not p-\not p')u(p)=0,\qquad \bar v(k)(\not p+\not k)u(p)=0 .$$

The extra term vanishes in each diagram by itself, so the split into $S$, $A$ and $I$ does not depend on the gauge parameter. It is still a split of one probability. Only the sum is observed in the unpolarized process, and $I$, being negative, cannot be the rate of anything.

### Tools for the spin sum

The equation $\not p\,u=0$ is equivalent to $Hu=Eu$ with $H=\gamma^0\boldsymbol\gamma\cdot\mathbf p$, and $H^2=E^2$. The projector on its two solutions is $(1+H/E)/2$. With the normalization $2E$,

$$\sum u u^\dagger=E+\gamma^0\boldsymbol\gamma\cdot\mathbf p .$$

Multiplication by $\gamma^0$ from the right, with $\gamma^0\boldsymbol\gamma\gamma^0=-\boldsymbol\gamma$, gives

$$\sum u(p)\bar u(p)=E\gamma^0-\boldsymbol\gamma\cdot\mathbf p=\not p .$$

The spinors $v(k)$ obey the same massless equation, so $\sum v(k)\bar v(k)=\not k$.

The remaining identities follow from $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$. Taking the trace of $\not a\not b+\not b\not a=2a\cdot b$ gives $\mathrm{tr}(\not a\not b)=4a\cdot b$. For four factors, move $\not a$ step by step to the right end, where the cyclic property of the trace returns the original expression with a minus sign:

$$\mathrm{tr}(\not a\not b\not c\not d)=4[(a\cdot b)(c\cdot d)-(a\cdot c)(b\cdot d)+(a\cdot d)(b\cdot c)].$$

For contractions, start from $\gamma^\mu\gamma_\mu=4$ and move $\gamma^\mu$ past one factor at a time:

$$\gamma^\mu\not a\gamma_\mu=2\not a-4\not a=-2\not a,$$

$$\gamma^\mu\not a\not b\gamma_\mu=2\not b\not a+2\not a\not b=4a\cdot b,$$

$$\gamma^\mu\not a\not b\not c\gamma_\mu=2\not b\not c\not a-4(b\cdot c)\not a=-2\not c\not b\not a .$$

The last step replaced $4b\cdot c$ by $2(\not b\not c+\not c\not b)$.

### The squared diagrams

Complex conjugation reverses a current: $[\bar u(p')\gamma^\nu u(p)]^*=\bar u(p)\gamma^\nu u(p')$. The spin sum of a squared current is therefore a trace,

$$T^{\mu\nu}(a,b)=\mathrm{tr}(\not a\gamma^\mu\not b\gamma^\nu)=4(a^\mu b^\nu+a^\nu b^\mu-g^{\mu\nu}a\cdot b).$$

Contracting two such tensors gives

$$T^{\mu\nu}(a,b)T_{\mu\nu}(f,g)=32[(a\cdot f)(b\cdot g)+(a\cdot g)(b\cdot f)].$$

The terms with $(a\cdot b)(f\cdot g)$ have dropped out: the two cross products contribute $-2$ each, and $g^{\mu\nu}g_{\mu\nu}$ contributes $+4$. For the exchange diagram,

$$\begin{aligned}\sum|X|^2&=T^{\mu\nu}(p',p)\,T_{\mu\nu}(k,k')\\&=32[(p'\cdot k)(p\cdot k')+(p'\cdot k')(p\cdot k)]\\&=32\left(\frac{u^2}4+\frac{s^2}4\right)=8(s^2+u^2).\end{aligned}$$

For annihilation,

$$\begin{aligned}\sum|Y|^2&=T^{\mu\nu}(p',k')\,T_{\mu\nu}(k,p)\\&=32[(p'\cdot k)(k'\cdot p)+(p'\cdot p)(k'\cdot k)]=8(u^2+t^2).\end{aligned}$$

This is the first result with $s$ and $t$ exchanged, as crossing demands.

### The interference

In the product $XY^*$ the spinors link all four currents into a single chain. Conjugation gives

$$Y^*=[\bar v(k')\gamma^\nu u(p')]\,[\bar u(p)\gamma_\nu v(k)],$$

and following the chain from $\bar u(p')$ round to $u(p')$ yields

$$\sum XY^*=\mathrm{tr}(\not p'\gamma^\mu\not p\gamma_\nu\not k\gamma_\mu\not k'\gamma^\nu).$$

Between $\gamma^\mu$ and $\gamma_\mu$ stand three factors, which the contraction reverses with the coefficient $-2$. Then two factors remain between $\gamma_\nu$ and $\gamma^\nu$:

$$\begin{aligned}\sum XY^*&=-2\,\mathrm{tr}(\not p'\not k\gamma_\nu\not p\not k'\gamma^\nu)\\&=-8(p\cdot k')\,\mathrm{tr}(\not p'\not k)\\&=-32(p\cdot k')(p'\cdot k)=-8u^2 .\end{aligned}$$

The cross term of $|X/t-Y/s|^2$ is $-2\,\mathrm{Re}(XY^*)/(st)$. Its minus sign, which is the Fermi sign, cancels the minus sign of the trace. Dividing by four for the average over the initial spins,

$$\begin{aligned}\overline{|M|^2}&=\frac{e^4}4\left[\frac{8(s^2+u^2)}{t^2}+\frac{8(u^2+t^2)}{s^2}+\frac{16u^2}{st}\right]\\&=2e^4(S+A+I).\end{aligned}$$

What makes $I$ negative is the remaining factor $1/(st)$: the exchanged photon has spacelike momentum, $t<0$, and the annihilation photon timelike momentum, $s>0$.

### From the amplitude to the cross section

The flux factor for head-on massless beams is $4E^2|\mathbf v_1-\mathbf v_2|=8E^2=2s$. In the two-body phase space the momentum delta function removes the integral over $\mathbf k'$. With $q=|\mathbf p'|$, which is also the energy of each outgoing particle, there remains

$$\frac{d\Omega}{(2\pi)^2}\int\frac{q^2\,dq}{4q^2}\,\delta(\sqrt s-2q)=\frac{d\Omega}{32\pi^2}.$$

Consequently

$$\frac{d\sigma}{d\Omega}=\frac{\overline{|M|^2}}{64\pi^2s}=\frac{2(4\pi\alpha)^2}{64\pi^2s}(S+A+I)=\frac{\alpha^2}{2s}(S+A+I).$$

### The closed form and ninety degrees

Over the common denominator $s^2t^2$ the numerator of $S+A+I$ is

$$s^2(s^2+u^2)+t^2(u^2+t^2)+2stu^2=s^4+t^4+u^2(s+t)^2 .$$

Since $s+t=-u$, this equals $s^4+t^4+u^4$. Two further consequences of $s+t+u=0$ are needed. Squaring it gives $s^2+t^2+u^2=-2(st+tu+us)$. Moreover $(st+tu+us)^2=s^2t^2+t^2u^2+u^2s^2$, because the cross terms sum to $2stu(s+t+u)=0$. Hence

$$(s^2+t^2+u^2)^2=4(s^2t^2+t^2u^2+u^2s^2).$$

The left side is also $s^4+t^4+u^4$ plus half of the right side. Therefore

$$s^4+t^4+u^4=\tfrac12(s^2+t^2+u^2)^2 .$$

The angles give

$$s^2+t^2+u^2=s^2\left[1+\frac{(1-c)^2+(1+c)^2}4\right]=\frac{s^2}2(3+c^2),$$

and with $t^2=s^2(1-c)^2/4$,

$$S+A+I=\frac{s^4(3+c^2)^2/8}{s^4(1-c)^2/4}=\frac12\left(\frac{3+c^2}{1-c}\right)^2 .$$

Multiplication by $\alpha^2/(2s)$ gives the stated cross section.

At $\theta=90^\circ$ one has $t=u=-s/2$, and

$$S=\frac{1+\frac14}{\frac14}=5,\qquad A=\frac14+\frac14=\frac12,\qquad I=\frac{2\cdot\frac14}{-\frac12}=-1 .$$

The sum is $9/2$, in agreement with the closed form at $c=0$.

## Derivation by helicity amplitudes, and comparison

### Symbols and results carried over

The process is $e^-(p)e^+(k)\to e^-(p')e^+(k')$ with massless particles, in the centre-of-mass frame, and $c=\cos\theta$. The invariants are $s=(p+k)^2$, $t=-s(1-c)/2$ and $u=-s(1+c)/2$. The amplitude is

$$M=e^2\left(\frac Xt-\frac Ys\right),$$

with $X=[\bar u(p')\gamma^\mu u(p)][\bar v(k)\gamma_\mu v(k')]$ for photon exchange and $Y=[\bar u(p')\gamma^\mu v(k')][\bar v(k)\gamma_\mu u(p)]$ for annihilation. The minus sign comes from the order of the fermion operators. The cross section is $\overline{|M|^2}/(64\pi^2s)$, where the bar denotes a sum over final and an average over initial spins. The trace calculation gave $(\alpha^2/2s)(S+A+I)$ with $S=(s^2+u^2)/t^2$, $A=(u^2+t^2)/s^2$ and $I=2u^2/(st)$.

The second derivation squares nothing until the amplitude for each set of spins is known.

### Two-component spinors

Write a Dirac spinor as an upper part $\psi_L$ and a lower part $\psi_R$, in the representation where

$$\bar\psi\gamma^\mu\chi=\psi_L^\dagger\bar\sigma^\mu\chi_L+\psi_R^\dagger\sigma^\mu\chi_R,$$

with $\sigma^\mu=(1,\boldsymbol\sigma)$ and $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$. A current never joins an $L$ part to an $R$ part. For a massless particle moving along the unit vector $\mathbf n$ the Dirac equation separates as well:

$$\boldsymbol\sigma\cdot\mathbf n\,\psi_R=\psi_R,\qquad \boldsymbol\sigma\cdot\mathbf n\,\psi_L=-\psi_L .$$

Thus an electron of type $R$ has its spin along its motion, helicity $+$, and one of type $L$ has helicity $-$. For a positron the assignment is reversed. The spinor $v(k)$ describes the missing negative-energy electron, whose spin is opposite to that of the positron. A $v$ of type $L$ therefore belongs to a positron of helicity $+$.

Let the electron come in along $+z$ and leave along $\mathbf n=(\sin\theta,0,\cos\theta)$, and put $C=\cos(\theta/2)$, $D=\sin(\theta/2)$. Then

$$u=-sC^2,\qquad t=-sD^2 .$$

Each spinor is $\sqrt{2E}$ times a unit spinor. Four of them give the factor $(2E)^2=s$ in $X$ and $Y$. The unit spinors, written as rows, are:

| | type $L$ | type $R$ |
|---|---|---|
| $u(p)$ | $(0,1)$ | $(1,0)$ |
| $v(k)$ | $(1,0)$ | $(0,1)$ |
| $u(p')$ | $(-D,C)$ | $(C,D)$ |
| $v(k')$ | $(C,D)$ | $(-D,C)$ |

The two types change places between a particle and its partner because the partner moves in the opposite direction. The phases of the spinors are arbitrary. They multiply $X$ and $Y$ by the same factor, since both contain the same four spinors, conjugated in the same way.

The trace calculation has given the unpolarized cross section and its scattering, annihilation and interference terms, and the two-component spinors for a second derivation are now in place. It remains to compute the amplitude for each set of helicities, compare the result with the trace calculation, and examine where the interference arises and how it depends on angle.
